Exponential Tails in a Line Gas with Neighbour-Only Logarithmic Repulsion, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The gas in which only neighbours repel

### The scaling argument

Place N points on a ring of circumference L, and let ℓ_1, …, ℓ_N be the gaps between adjacent points. Each gap carries the energy −ε ln(ℓ_i/r), with ε an energy and r a fixed reference length. The force that pushes the two ends of a gap apart is ε/ℓ_i, so ε > 0 means repulsion. At temperature T the Boltzmann factor of a configuration is

∏ (ℓ_i/r)^β, β = ε/(k_B T).

A logarithm has no length scale of its own. The length r enters only through the constant factor r^(−Nβ), which cancels from every probability. The one length left is the mean gap ⟨ℓ⟩ = L/N, so in a large ring the gap density can depend on ℓ only through s = ℓ/⟨ℓ⟩.

Scaling gives more than this. Let Q_N(L) be the integral of ∏ ℓ_i^β over all positions on the ring. If every length is multiplied by μ, the N position differentials supply μ^N and the weight supplies μ^(Nβ). Hence Q_N(L) is proportional to L^(N(β+1)), and the one-dimensional pressure, which is a force, is

f = k_B T ∂ ln Q_N/∂L = N(β+1) k_B T/L = (β+1) k_B T/⟨ℓ⟩.

The momenta contribute a factor that does not depend on L, so they do not change f. Now single out one gap. The other points do not interact across it, and they act on it through the length they must give up. In a large ring this costs the work fℓ, which suggests

P ∝ ℓ^β exp[−fℓ/(k_B T)] = ℓ^β exp[−(β+1)ℓ/⟨ℓ⟩].

The power comes from the repulsion inside the gap and the exponential from the pressure outside it. The theorem below makes this exact in the limit of a large ring.

### Assumptions and theorem

The gas is classical and in equilibrium. The energy is a sum over adjacent pairs, with no term that couples two different gaps. The number β is held fixed with β > −1, since otherwise ℓ^β cannot be integrated at contact. Repulsion is the case β > 0. I write b = β + 1.

**Theorem 1.** Let N → ∞ at fixed ⟨ℓ⟩ = L/N. The density of s = ℓ/⟨ℓ⟩ tends to

P(s) = b^b s^(b−1) exp(−bs)/Γ(b).

Its mean is 1 and its variance is 1/b. Any fixed number of gaps become independent, each with this density.

This is a gamma distribution. For narrow gaps P is proportional to s^β. For wide gaps

−ln P(s) = bs − β ln s + constant,

so −ln P/s → b, while −ln P/s² → 0. The tail is an exponential times a power, and it is not Gaussian for any finite β.

### Lemma 1: the partition function at fixed length

Define

Z_N(L) = ∫ dℓ_1 … dℓ_N ∏ ℓ_i^β δ(L − Σ ℓ_i), all ℓ_i > 0.

**Lemma 1.** Z_N(L) = Γ(b)^N L^(Nb−1)/Γ(Nb).

*Proof.* Multiply by exp(−qL) with q > 0 and integrate over L. The delta function replaces L by Σ ℓ_i, and the integral splits into N equal factors:

∫₀^∞ exp(−qL) Z_N(L) dL = [∫₀^∞ ℓ^(b−1) exp(−qℓ) dℓ]^N.

With t = qℓ each factor is Γ(b) q^(−b), so the right side is Γ(b)^N q^(−Nb). By the same integral,

∫₀^∞ L^(Nb−1) exp(−qL) dL = Γ(Nb) q^(−Nb).

The two sides of the lemma therefore have the same Laplace transform. Both are continuous for L > 0, so they are equal. ∎

As a numerical test, direct integration over the gaps for N = 3, β = 1.5 and L = 2 agrees with the formula to better than one part in 10⁵.

The integral Q_N contains one factor more than Z_N. The first point can lie anywhere on the ring, which gives L, and for identical points each configuration is then counted N times. Thus Q_N = L Z_N/N, proportional to L^(Nb), as the scaling argument requires.

### Lemma 2: the law on a finite ring

**Lemma 2.** On a ring with N ≥ 2 points, the density of one gap is

P_N(ℓ) = Γ(Nb)/[Γ(b) Γ((N−1)b)] × ℓ^(b−1) (L−ℓ)^((N−1)b−1)/L^(Nb−1), 0 < ℓ < L.

*Proof.* Fix one gap at the value ℓ. Its own weight is ℓ^β, and the other N−1 gaps must fill the length L−ℓ. Hence

P_N(ℓ) = ℓ^β Z_(N−1)(L−ℓ)/Z_N(L).

Insert Lemma 1 twice. Of the N factors Γ(b) in the denominator, N−1 cancel, and the stated form remains. For N = 2 the function Z_1(L) = L^β follows directly from its definition and agrees with Lemma 1. ∎

The fraction ℓ/L thus has a beta distribution with parameters b and (N−1)b. Its mean is 1/N, because all gaps are equivalent and they add up to L. For the second moment, multiply the density by (ℓ/L)². This raises the first parameter by 2, and the ratio of the normalizing constants is

⟨(ℓ/L)²⟩ = b(b+1)/[Nb(Nb+1)] = (b+1)/[N(Nb+1)].

Since s = Nℓ/L, the variance of s is

N(b+1)/(Nb+1) − 1 = (N−1)/(Nb+1).

This tends to 1/b for large N.

### Proof of Theorem 1

Put ℓ = sL/N in Lemma 2. The density of s has the form

p_N(s) = C_N s^(b−1) (1 − s/N)^((N−1)b−1), 0 < s < N,

where C_N normalizes it. At fixed s,

[(N−1)b − 1] ln(1 − s/N) → −bs,

so the last factor tends to exp(−bs).

The limit may be taken under the integral that fixes C_N. The inequality 1 − u ≤ exp(−u) gives

(1 − s/N)^((N−1)b−1) ≤ exp{−s[(N−1)b−1]/N}.

Once N ≥ 2(b+1)/b, the bracket is at least Nb/2, and the right side is at most exp(−bs/2). The function s^(b−1) exp(−bs/2) is integrable and does not depend on N, so dominated convergence applies:

1/C_N → ∫₀^∞ s^(b−1) exp(−bs) ds = Γ(b)/b^b.

This gives P(s). The same bound, multiplied by s or s², shows that the mean and the second moment converge too, so the limit has mean 1 and variance 1/b.

For m fixed gaps, the argument of Lemma 2 gives the joint density

constant × ∏ s_i^(b−1) × (1 − Σ s_i/N)^((N−m)b−1),

where the sum and the product run over the m gaps. The last factor tends to ∏ exp(−bs_i), and the same kind of bound fixes the constant. The joint density becomes a product, which is independence. ∎

### Remark: how large the ring must be

The first correction in 1/N shows where the limit can be used. Expand the logarithm to second order:

[(N−1)b − 1][−s/N − s²/(2N²)] = −bs + (b+1)s/N − bs²/(2N) + O(1/N²).

The normalization adds a constant c/N. The correction must integrate to zero against P, and ⟨s²⟩ = 1 + 1/b, so

c = −(b+1) + b(1 + 1/b)/2 = −(b+1)/2.

Therefore

p_N(s) = P(s){1 + [(b+1)(s − ½) − bs²/2]/N + O(1/N²)}.

For β = 2, that is b = 3, the bracket vanishes at s = 2/3 and s = 2 and is negative beyond s = 2. A finite ring has too few wide gaps, since one wide gap takes length that the others need. Repeated numerical convolution of the weight s² gives a largest absolute difference from the gamma density of 0.0146 for 32 points and 0.0073 for 64 points. Doubling the ring halves the error, as a 1/N correction must.

The order of the limits matters in the tail. For fixed N the density vanishes at s = N, and the exponential form needs bs²/(2N) ≪ 1, or s ≪ √(2N/b). The statement about the tail means N → ∞ first and s → ∞ afterwards.

### Remark: limiting values of β

At β = 0 there is no interaction and P = exp(−s), the law for points placed at random. As β → −1 the attraction becomes so strong that the variance 1/b diverges: most gaps are then very narrow and a few are very wide.

For large β the distribution is narrow. Put s = 1 + x and expand:

ln P(1+x) − ln P(1) = β ln(1+x) − (β+1)x = −x − βx²/2 + βx³/3 − …

For |x| of order 1/√β the quadratic term is of order one, while the linear and cubic terms are of order 1/√β. The centre of the distribution is then nearly Gaussian, although its far tail remains exponential. Data that cover only the centre cannot decide the form of the tail.

### Proposition 1: other neighbour potentials

Theorem 1 used both the logarithm and the restriction to neighbours. To see what each contributes, replace the logarithm by a general neighbour energy v(ℓ), and measure lengths in units of the mean gap, so that L = N.

**Proposition 1.** Let w(s) = exp[−v(s)/(k_B T)]. Suppose there is a number θ for which p(s) = w(s) exp(−θs)/constant is a bounded density with mean 1 and finite variance σ². Then the gap density tends to p(s) as N → ∞.

*Proof.* The gaps add up to N, so the factor exp(−θ Σ s_i) = exp(−θN) is the same for all configurations. Inserting it changes no probability. The gaps may therefore be treated as independent variables with density p, subject to the condition that their sum is N. If g_n is the density of the sum of n such variables,

P_N(s) = p(s) g_(N−1)(N−s)/g_N(N).

It remains to show that the ratio tends to 1. Let φ(k) be the mean of exp[ik(s−1)]. Then

g_n(n+x) = (1/2π) ∫ φ(k)^n exp(−ikx) dk.

A bounded density is square integrable, so |φ|² is integrable. Away from k = 0, |φ| stays below some η < 1, and that part of the integral is at most of order η^(n−2). Near k = 0, φ(k) = 1 − σ²k²/2 + o(k²). With k = q/√n the integrand tends to exp(−σ²q²/2), and the phase qx/√n vanishes. Thus √n g_n(n+x) → 1/√(2πσ²) for every fixed x. The numerator has n = N−1 and x = 1−s, the denominator has n = N and x = 0, and the ratio tends to 1. ∎

The number θ is the pressure in units of k_B T/⟨ℓ⟩. If θ > 0 and |v| grows more slowly than s, then −ln P/s → θ and the tail is exponential. The logarithm is one such potential.

A neighbour potential that grows faster changes the tail. Take

v/(k_B T) = −2 ln s + as², w(s) = s² exp(−as²).

The mean of w, once normalized, is

∫₀^∞ s³ exp(−as²) ds / ∫₀^∞ s² exp(−as²) ds = [1/(2a²)]/[√π/(4a^(3/2))] = 2/√(πa).

It equals 1 for a = 4/π. For this value θ = 0, and the limiting density is

P(s) = (32/π²) s² exp(−4s²/π),

since the normalizing constant is 4a^(3/2)/√π = 32/π². This is the Wigner form, with a Gaussian tail, and it arises here without any interaction beyond neighbours. On a ring of 64 points the numerical convolution differs from it by at most 0.0072 in absolute density. The added term as² is an attraction that grows with distance and holds wide gaps together.

The contact exponent therefore does not fix the tail, and a Gaussian tail does not prove that the repulsion has long range.

## Part II. The gas in which all pairs repel, and steps on a surface

### Symbols and results carried over

The scaled gap is s = ℓ/⟨ℓ⟩, β is the contact exponent, and b = β + 1. If only neighbours repel logarithmically, a large ring has the gap density P(s) = b^b s^β exp(−bs)/Γ(b), with variance 1/b. For β = 2 this is P = (27/2) s² exp(−3s). Integration gives the probability that a gap exceeds s:

S(s) = exp(−3s)(1 + 3s + 9s²/2).

Indeed −S′ = exp(−3s)[3 + 9s + 27s²/2 − 3 − 9s] = P. For a wide gap the cost of opening it is linear in its width to leading order, because the rest of the gas acts only through its pressure.

The gas now to be compared has the same contact exponent, but each point repels all the others. Lengths are in units of the mean gap, and the ring has length N. The weight is

∏_(j<k) |2 sin[π(x_j − x_k)/N]|^β.

The factor for each pair is a power of the chord between the two points.

### Lemma 3: empty intervals and gaps

Let E(s) be the probability that an interval of length s, placed at random, contains no point.

**Lemma 3.** In a large uniform system with unit mean gap, S(s) = −E′(s), P(s) = E″(s), and ⟨s²⟩ = 2∫₀^∞ E(s) ds.

*Proof.* The left end of the interval falls into a gap of width u with probability density uP(u), since wide gaps cover more of the line. The interval then fits with probability (u−s)/u. Hence

E(s) = ∫_s^∞ (u−s) P(u) du.

One differentiation gives −∫_s^∞ P(u) du = −S(s), and a second gives P(s). Integrating E over s, with the order of integration exchanged, gives ∫₀^∞ P(u) u²/2 du. ∎

### Lemma 4: the determinant for β = 2

**Lemma 4.** For β = 2 and N → ∞, E(s) = det(1 − K), where K acts on functions on an interval of length s and has the kernel K(x,y) = sin[π(x−y)]/[π(x−y)].

*Proof.* Take the plane waves φ_k(x) = N^(−1/2) exp(2πikx/N) with k = 0, …, N−1. The determinant of the numbers φ_k(x_j) is a Vandermonde determinant in z_j = exp(2πix_j/N), so its modulus is a constant times ∏ |z_j − z_k|. Since |z_j − z_k| = 2|sin[π(x_j−x_k)/N]|, its squared modulus is the pair weight at β = 2.

The waves are orthonormal, so |det φ_k(x_j)|²/N! is normalized. Integrate it with every point outside the interval (0,s). Expanding both determinants over permutations turns the integral into products of single integrals; relabelling the points makes N! equal sums, and what remains is

E_N(s) = det[δ_jk − A_jk], A_jk = ∫₀^s φ_j*(x) φ_k(x) dx.

The matrix A has the form BB†, where B maps functions on the interval to their N overlaps with the waves. The operator B†B has the same nonzero eigenvalues, and its kernel is

Σ_k φ_k(x) φ_k*(y) = phase × sin[π(x−y)]/{N sin[π(x−y)/N]}.

The phase is a function of x divided by the same function of y, and it leaves the eigenvalues unchanged. For large N the kernel tends uniformly on the interval to the stated one, and the determinant follows. ∎

Logarithmic repulsion between neighbours alone gives a gamma distribution of gaps with an exponential tail, and for all-pair repulsion at β = 2 the gap density now follows from a determinant. It remains to compare the two gases at contact and in the tail, and to ask which of them describes steps on a surface.

Numbers in the example were calculated in double precision.
